# Elastic energy needed to open a spherical cavity in glass, part 1

(Sections cited here and not found follow in the second part.)

## The opening energy in linear elasticity

An oxygen molecule, modelled as a rigid sphere of radius 0.16 nm, has to pass a narrow place of radius 0.12 nm in silica glass. In the elastic model derived below, opening the glass costs 0.934 eV, and at 1273 K the corresponding Boltzmann factor is $2.0\times10^{-4}$. If the narrow place has radius 0.11 nm instead, with the molecule and the glass unchanged, the energy is 1.337 eV and the Boltzmann factor falls to $5.1\times10^{-6}$. Within this model, a change of one hundredth of a nanometre has made the Boltzmann factor about forty times smaller. To see why, we need the energy as a function of both radii.

**The model.** The glass is an infinite, homogeneous, isotropic elastic solid with shear modulus $G$ and bulk modulus $K$. It contains an empty spherical cavity of radius $r_d$ and is free of stress before the guest arrives. The guest forces the wall outward uniformly until the cavity has radius $r>r_d$. We write

$$
\delta=r-r_d,\qquad \varepsilon=\frac{\delta}{r_d}. \tag{1}
$$

The guest is rigid, so all the work goes into the glass. The opening is slow enough for the glass to be in mechanical equilibrium at every stage, and no surface energy is counted. In this first half $\varepsilon$ is small, so strains are linear in the displacement and stresses are linear in the strains. The example has $\varepsilon=0.333$, which is not very small; the second half examines the consequence.

**Strains.** Let $R$ be the distance of a point of the glass from the cavity centre before the opening. By symmetry the point moves radially, by $u(R)$. A short radial segment of length $dR$ acquires the length $dR+u(R+dR)-u(R)$, so its relative extension is $u'=du/dR$. A circle of circumference $2\pi R$ about the centre becomes one of circumference $2\pi(R+u)$, so its relative extension is $u/R$. There are two independent tangential directions, and the strains are

$$
e_{rr}=u',\qquad e_{\theta\theta}=e_{\phi\phi}=\frac{u}{R}. \tag{2}
$$

Their sum is the relative change of volume, or dilatation,

$$
\Theta=u'+\frac{2u}{R}=\frac{1}{R^2}\frac{d}{dR}\left(R^2u\right). \tag{3}
$$

The last form follows from the product rule: $(R^2u)'=R^2u'+2Ru$.

**Stresses.** Tensile stress is counted positive. Hooke's law for an isotropic solid reads

$$
\sigma_{rr}=L\Theta+2Gu',\qquad
\sigma_{\theta\theta}=L\Theta+2G\frac{u}{R},\qquad
L=K-\frac{2G}{3}. \tag{4}
$$

The value of $L$ is fixed by the meaning of $K$. The mean of the three normal stresses is $L\Theta+2G\Theta/3$, and this must equal $K\Theta$.

**Balance of forces.** Consider the upper half of a thin shell between $R$ and $R+dR$. A uniform radial traction $\sigma$ on a hemisphere of radius $R$ has a resultant $\sigma\pi R^2$ along the axis, because the projected area of the hemisphere is $\pi R^2$. The outer surface is therefore pulled upward with the force $\pi(R+dR)^2\sigma_{rr}(R+dR)$. On the inner surface the outward normal of the material points towards the centre, so the force there is $-\pi R^2\sigma_{rr}(R)$. The flat cut has area $2\pi R\,dR$ and its normal points down, which gives the force $-2\pi R\,dR\,\sigma_{\theta\theta}$. The sum vanishes:

$$
\frac{d}{dR}\left(R^2\sigma_{rr}\right)=2R\sigma_{\theta\theta}
\quad\Longrightarrow\quad
\sigma_{rr}'+\frac{2}{R}\left(\sigma_{rr}-\sigma_{\theta\theta}\right)=0. \tag{5}
$$

**The displacement.** We insert (4) into (5). The first term is $\sigma_{rr}'=L\Theta'+2Gu''$. The second is

$$
\frac{2}{R}\left(\sigma_{rr}-\sigma_{\theta\theta}\right)
=2G\left(\frac{2u'}{R}-\frac{2u}{R^2}\right)
=2G\left(\Theta'-u''\right), \tag{6}
$$

where the last step uses the derivative of (3), $\Theta'=u''+2u'/R-2u/R^2$. In the sum the terms with $u''$ cancel, and

$$
(L+2G)\,\Theta'=0. \tag{7}
$$

The factor $L+2G=K+4G/3$ is positive, so $\Theta$ is the same everywhere. We call it $3B$. Equation (3) then gives $(R^2u)'=3BR^2$, and one integration with constant $A$ yields

$$
u=\frac{A}{R^2}+BR. \tag{8}
$$

With $u'=-2A/R^3+B$ and $3L+2G=3K$, the stresses (4) become

$$
\sigma_{rr}=3KB-\frac{4GA}{R^3},\qquad
\sigma_{\theta\theta}=3KB+\frac{2GA}{R^3}. \tag{9}
$$

Far from the cavity the stress must vanish, which requires $B=0$. At the wall the displacement is $\delta$, so $A=\delta r_d^2$ and

$$
u=\delta\,\frac{r_d^2}{R^2}. \tag{10}
$$

The dilatation $3B$ is now zero throughout the glass. Each spherical surface sweeps out the same volume, $4\pi R^2u=4\pi r_d^2\delta$, so the glass between two such surfaces changes its shape but keeps its volume. A solid that is nowhere compressed cannot reveal its bulk modulus, and $K$ is absent from everything that follows from (10).

**The wall pressure.** At $R=r_d$, equation (9) gives $\sigma_{rr}=-4G\delta/r_d$. The negative sign means compression. To hold the cavity open, the guest must press on the wall with

$$
p=-\sigma_{rr}(r_d)=\frac{4G\delta}{r_d}=4G\varepsilon. \tag{11}
$$

The tangential stress at the wall is $+2G\delta/r_d$, a tension half as large as the pressure. The wall is squeezed radially and stretched around its circumference.

**The work.** Let $s$ be the opening reached at an intermediate stage. By (11) the pressure is then $4Gs/r_d$. When the wall moves by a further $ds$, the swept volume is $4\pi r_d^2\,ds$ to leading order. The true area is $4\pi(r_d+s)^2$, but the difference is of relative order $s/r_d$ and affects terms of order $\delta^3$, which linear elasticity does not determine anyway. Hence

$$
W=\int_0^\delta\frac{4Gs}{r_d}\,4\pi r_d^2\,ds
=16\pi Gr_d\int_0^\delta s\,ds
=8\pi Gr_d\,\delta^2. \tag{12}
$$

Written with both radii and with its order of validity,

$$
W=8\pi G\,r_d\,(r-r_d)^2\left[1+O(\varepsilon)\right]. \tag{13}
$$

The product of final pressure and swept volume would be $16\pi Gr_d\delta^2$. The work is half of this because the pressure grows in proportion to the opening, starting from zero. The cavity acts as a spring with energy $\tfrac12k\delta^2$ and stiffness $k=16\pi Gr_d$. The single power of $r_d$ has a simple origin: at a given $\delta$ the pressure is proportional to $1/r_d$, and the area on which it acts is proportional to $r_d^2$.

**The same energy, counted in the glass.** The work must be stored as strain energy, which gives a second derivation. The energy density of a linear solid is half the sum of stress times strain. For $B=0$ the strains are $-2A/R^3$ once and $A/R^3$ twice, so

$$
w=\frac12\left[\left(-\frac{4GA}{R^3}\right)\left(-\frac{2A}{R^3}\right)
+2\,\frac{2GA}{R^3}\,\frac{A}{R^3}\right]
=\frac{6GA^2}{R^6}. \tag{14}
$$

The energy stored beyond a radius $R$ is

$$
W_{>R}=\int_R^\infty\frac{6GA^2}{R_1^6}\,4\pi R_1^2\,dR_1
=24\pi GA^2\,\frac{1}{3R^3}
=\frac{8\pi GA^2}{R^3}. \tag{15}
$$

Setting $R=r_d$ and $A=\delta r_d^2$ recovers (12). The ratio of (15) to the total is

$$
\frac{W_{>R}}{W}=\left(\frac{r_d}{R}\right)^3. \tag{16}
$$

The displacement reaches far, as $1/R^2$, but the energy is concentrated at the wall. Half of it lies within $R=2^{1/3}r_d$.

**A numerical test.** The derivation was tested by minimising the elastic energy of a large sphere of outer radius $50\,r_d$, divided into thin shells whose displacements were free to adjust. The energy was quadratic in the logarithmic strains, and the wall was moved by $10^{-4}r_d$. Neither (10) nor (12) was imposed on the result. For $K/G=0.5$, 1.2 and 10 the ratio $W/(Gr_d\delta^2)$ came out as 25.134 each time, against $8\pi=25.133$. A twentyfold change of the bulk modulus left the energy unchanged to the digits shown. At $R=2r_d$ the displacement agreed with $\delta/4$ within 0.2 %, and the share of the energy stored beyond that radius agreed with the value $1/8$ from (16) within 0.002.

**The example.** For silica we take the rough value $G=31$ GPa, which is 193.5 eV/nm³. With $r_d=0.12$ nm and $r=0.16$ nm the opening is $\delta=0.04$ nm, and (12) gives

$$
W=8\pi\,(193.5\ \mathrm{eV/nm^3})(0.12\ \mathrm{nm})(0.04\ \mathrm{nm})^2
=0.934\ \mathrm{eV}, \tag{17}
$$

or $1.50\times10^{-19}$ J. At 1273 K, $k_BT=0.1097$ eV, so $W/k_BT=8.51$ and $e^{-W/k_BT}=2.0\times10^{-4}$. This factor compares the strained configuration, with the guest in the narrow place, to one in which the guest rests in a wider hole without straining the glass. It is one factor in a rate of passage; the attempt frequency and the number of available paths are separate matters.

**Why the radius matters so much.** We now hold $r$ and $G$ fixed and differentiate (12) with respect to $r_d$. Since $\delta=r-r_d$, we have $d\delta/dr_d=-1$, and

$$
\frac{\partial W}{\partial r_d}
=8\pi G\left(\delta^2-2r_d\delta\right),
\qquad
\frac{\partial\ln W}{\partial\ln r_d}=1-\frac{2r_d}{\delta}. \tag{18}
$$

The second form follows by multiplying the first by $r_d/W$. The term 1 comes from the softer spring of a smaller cavity. The term $-2r_d/\delta$ comes from the larger opening required, and it dominates when $\delta$ is small compared with $r_d$. In the example the logarithmic derivative is $1-6=-5$: a small relative decrease of the cavity radius raises the energy by about five times that fraction. For the finite step from 0.12 to 0.11 nm we use (12) directly,

$$
\frac{W(0.11\ \mathrm{nm})}{W(0.12\ \mathrm{nm})}
=\frac{0.11}{0.12}\left(\frac{0.05}{0.04}\right)^2=1.43. \tag{19}
$$

The energy rises by 0.404 eV, which is 3.7 times $k_BT$, and the exponential turns this into the factor of about forty. The sensitivity thus has two sources: the small difference of two radii enters squared, and the resulting energy is several times $k_BT$.

Equation (18) also marks a limit of the formula. The derivative vanishes at $\delta=2r_d$, that is at $r_d=r/3$, and for still smaller cavities (12) predicts a falling energy that tends to zero with $r_d$. At that maximum $\varepsilon=2$, far outside the range of small strain. The predicted fall is therefore no evidence that very small holes are easy to open.

## Finite strain, shape, softness and the real glass

A cavity of initial radius $r_d$ is opened to $r=r_d+\delta$, with $\varepsilon=\delta/r_d$. The glass has shear modulus $G$ and bulk modulus $K$, and $R$ is the initial distance from the centre. From the first half we take the general displacement $u=A/R^2+BR$ of (8), the radial stress $\sigma_{rr}=3KB-4GA/R^3$ of (9), and the leading energy, now called

$$
W_0=8\pi Gr_d\,\delta^2. \tag{20}
$$

In the example $r_d=0.12$ nm, $r=0.16$ nm, $G=31$ GPa, $K=37$ GPa and $W_0=0.934$ eV. Each correction below is applied alone, with the other parameters held at these values.

**A boundary at finite distance.** Let the glass end at a concentric sphere of radius $b$, and let $f=(r_d/b)^3$. If the outer surface is free, $\sigma_{rr}(b)=0$ requires $3KB=4GA/b^3$. The conditions at the inner wall become

$$
\delta=\frac{A}{r_d^2}+Br_d=\frac{A}{r_d^2}\left(1+\frac{4Gf}{3K}\right),
\qquad
p=\frac{4GA}{r_d^3}-3KB=\frac{4GA}{r_d^3}(1-f). \tag{21}
$$

The pressure is still proportional to $\delta$, so the work changes by the same factor as the pressure. Eliminating $A$ gives

$$
\frac{W_{\rm free}}{W_0}=\frac{1-f}{1+4Gf/(3K)}. \tag{22}
$$

If the outer surface is clamped, $u(b)=0$ requires $B=-A/b^3$. Then $\delta=(A/r_d^2)(1-f)$ and $p=4GA/r_d^3+3KA/b^3$, so that

$$
\frac{W_{\rm clamped}}{W_0}=\frac{1+3Kf/(4G)}{1-f}. \tag{23}
$$

A free surface lowers the energy and a clamped one raises it. Both factors tend to 1 as $b$ grows, but at finite $b$ the bulk modulus enters. The clamped case shows this most clearly: an incompressible solid in a fixed container has no room for a larger cavity, and (23) diverges as $K\to\infty$. For $b=2r_d$ and for $K/G=0.8$ and 3, numerical energy minimisation agreed with both factors within 0.1 %.

With a boundary at $b=1.0$ nm the example gives 0.9963 for a free surface and 1.0033 for a clamped one. Boundaries at this distance change the energy by less than half a per cent, as the rapid decay in (16) suggests. A film whose flat surfaces are at least this far from the cavity centre contains the whole sphere, so its surfaces change the energy by less than these figures.

In linear elasticity, opening a spherical cavity in an infinite glass costs $W_0=8\pi Gr_d\,\delta^2$, and in the example a boundary 1.0 nm from the cavity centre changes this by less than half a per cent. Still to be examined are finite strain, the shape of the narrow place, a guest that yields, surface energy and temperature, the time scales of the passage, and the comparison with real silica.

All numerical values are calculated from the stated model.
